\section*{Can vibrational frequencies be computed at any molecular geometry?}

\section*{Question}

I have a water geometry that was not optimized with the electronic-structure method I am using. The program still returns a Cartesian Hessian. Can I mass-weight it, diagonalize it and read off the harmonic frequencies? A second derivative exists everywhere, so I do not see why a minimum is needed.

Three of the six modes that should be translations and rotations are far from zero. If I project out the rotations, or use the Miller--Handy--Adams projection, are the remaining frequencies those of the molecule?

\section*{Answer}

The Hessian exists, but away from a stationary point its eigenvalues are not the normal-mode frequencies of the molecule. Rotations acquire a curvature that is linear in the gradient (it can still vanish about a particular axis while the gradient does not), and the vibrational eigenvalues depend on the coordinates in which the second derivatives are taken. Projection removes the false rotational modes and defines a useful local quantity, but it does not turn your geometry into a minimum.

I assume an isolated molecule on one smooth Born--Oppenheimer surface $V$. Let $\mathbf r_i$ be the nuclear positions, $\mathbf g_i=\partial V/\partial\mathbf r_i$ the gradient, $H$ the Cartesian Hessian and $M$ the diagonal matrix of masses. The mass-weighted Hessian is
\begin{equation}
F=M^{-1/2}HM^{-1/2}.
\end{equation}
At a stationary point its eigenvalues are $\omega^2$. Elsewhere I quote $\sqrt\lambda$ as a formal frequency, with a minus sign marking an imaginary one.

\subsection*{A diatomic already shows both problems}

For $V(r)$ with $r=|\mathbf r|$, the first derivative is $\partial_aV=V'x_a/r$. Differentiating again,
\begin{equation}
\partial_a\partial_bV=V''\frac{x_ax_b}{r^2}
+\frac{V'}{r}\left(\delta_{ab}-\frac{x_ax_b}{r^2}\right).
\end{equation}
The curvature is $V''$ along the bond and $V'/r$ in the two perpendicular directions. These are the rotations, and they are flat only if $V'=0$.

Now use $s=1/r$. Since $dr/ds=-r^2$,
\begin{align}
\frac{dV}{ds}&=-r^2V',\\
\frac{d^2V}{ds^2}&=-r^2\frac{d}{dr}(-r^2V')
=r^4\left(V''+\frac{2V'}r\right).
\end{align}
The kinetic energy is $\tfrac12\mu\dot r^2=\tfrac12\mu r^4\dot s^2$, so the effective mass is $\mu r^4$ and
\begin{equation}
\omega_r^2=\frac{V''}{\mu},\qquad
\omega_s^2=\frac1\mu\left(V''+\frac{2V'}r\right).
\label{eq:diatomic}
\end{equation}
The same bond on the same potential has two ``frequencies'' unless $V'=0$.

\subsection*{Why rotations acquire curvature}

A uniform translation leaves the gradient unchanged, so $H$ annihilates translations at every geometry. Rotations behave differently. Differentiating $V(Rx)=V(x)$ with respect to $x$ gives $R^{T}g(Rx)=g(x)$, or
\begin{equation}
g(Rx)=Rg(x).
\end{equation}
The gradient turns with the molecule. For a small rotation about the unit vector $\mathbf n$, $R\mathbf r_i=\mathbf r_i+\epsilon\,\mathbf n\times\mathbf r_i+O(\epsilon^2)$. The terms linear in $\epsilon$ give
\begin{equation}
H(\mathbf n\times\mathbf r)=\mathbf n\times\mathbf g,
\label{eq:rotation}
\end{equation}
where the cross products act atom by atom.

Measure $\mathbf r_i$ from the centre of mass. The normalized mass-weighted rotation $u_n$ has components $\sqrt{m_i}\,\mathbf n\times\mathbf r_i/\sqrt{I_n}$, with $I_n=\sum_i m_i|\mathbf n\times\mathbf r_i|^2$. The mass factors cancel in $u_n^TFu_n$, and Eq.~\eqref{eq:rotation} gives
\begin{align}
\lambda_n=u_n^TFu_n
&=\frac1{I_n}\sum_i(\mathbf n\times\mathbf r_i)\cdot(\mathbf n\times\mathbf g_i)\nonumber\\
&=\frac1{I_n}\sum_i\left[\mathbf r_i\cdot\mathbf g_i
-(\mathbf n\cdot\mathbf r_i)(\mathbf n\cdot\mathbf g_i)\right].
\label{eq:curvature}
\end{align}

No real force opposes turning the molecule. A rigid rotation moves atoms on arcs, whereas a Cartesian Hessian tests straight displacements along the tangents. These change the bond lengths, and in general the angles, at second order, and a nonzero gradient turns that change into energy.

For water at RHF/cc-pVDZ, take both bonds as $1.000$~\AA\ and the angle as $110^\circ$. The bond derivative is $V_r=0.05451$ hartree/bohr. For rotation in the molecular plane, $\mathbf n$ is normal to the plane and the second term of Eq.~\eqref{eq:curvature} vanishes. The remaining sum is the derivative under uniform scaling, which changes the bonds but not the angle:
\begin{equation}
\sum_i\mathbf r_i\cdot\mathbf g_i=2rV_r
=2(1.8897)(0.05451)=0.2060\ \text{hartree}.
\end{equation}
With the oxygen as temporary origin, subtracting the centre-of-mass term gives
\begin{equation}
I_n=2m_{\rm H}r^2-\frac{[2m_{\rm H}r\cos(\theta/2)]^2}{m_{\rm O}+2m_{\rm H}}
=1.941\ \text{u\,\AA}^2,
\end{equation}
or $1.264\times10^4$ atomic units. Hence $\lambda_n=1.630\times10^{-5}$ and $\sqrt{\lambda_n}=4.04\times10^{-3}$ in atomic units, which is $886$ cm$^{-1}$. The full Hessian has a mode at $885$ cm$^{-1}$; the other two false rotations lie at $776$ and $930$ cm$^{-1}$.

With both bonds shortened to $0.900$~\AA\ at the same angle, the three rotations are imaginary, from $-929$ to $-1101$ cm$^{-1}$. This is not a third-order saddle point, because the gradient is not zero.

Small gradients matter more than one might expect, because the curvature is linear in $g$ and the frequency is its square root. Lengthening both equilibrium bonds by $0.001$~\AA\ gives a gradient of magnitude $0.0013$ hartree/bohr on the oxygen atom and three false rotations near $133$ cm$^{-1}$.

\subsection*{Do the rotations disturb the vibrations?}

They can. Let $v_k$ be a vibrational eigenvector, with eigenvalue $\lambda_k$, after translations and rotations have been projected out. By Eq.~\eqref{eq:rotation}, its coupling to a rotation is
\begin{equation}
c_k=v_k^TFu_n=\frac{v_k^TM^{-1/2}(\mathbf n\times\mathbf g)}{\sqrt{I_n}}.
\end{equation}
For one vibration and one rotation, the eigenvalues satisfy $(\lambda-\lambda_k)(\lambda-\lambda_n)=c_k^2$. If $|c_k|$ is small compared with $|\lambda_k-\lambda_n|$, the vibrational root is
\begin{equation}
\lambda\simeq\lambda_k+\frac{c_k^2}{\lambda_k-\lambda_n}.
\end{equation}
The shift is then second order in the coupling.

In the symmetrically stretched molecule, projecting out the rotations changes only the antisymmetric stretch, the one vibration with the symmetry of a rotation. The trace of this block is conserved, so the drop of the rotation from $886.1$ to $885.4$ cm$^{-1}$ in the full Hessian corresponds to a shift of the stretch of about $0.2$ cm$^{-1}$. That is not a general rule. With bonds of $0.90$ and $1.05$~\AA\ and an angle of $100^\circ$, the bend falls from $1830$ to $1718$ cm$^{-1}$ on projection. The numerical check rebuilds the unprojected in-plane spectrum from the projected vibrations, $\lambda_n$ and the couplings $c_k$, so this change is indeed rotational mixing.

\subsection*{Why internal coordinates disagree}

Internal coordinates remove the rotations from the start, but not the ambiguity. Let $q=q(q')$, $T_{ki}=\partial q_k/\partial q'_i$ and $g_k=\partial V/\partial q_k$. The chain rule gives $\partial V/\partial q'_i=\sum_kg_kT_{ki}$. Differentiating both factors,
\begin{equation}
H'_{ij}=\sum_{kl}T_{ki}H_{kl}T_{lj}
+\sum_kg_k\frac{\partial^2q_k}{\partial q'_i\partial q'_j}.
\label{eq:transform}
\end{equation}

Wilson's matrix is $G=BM^{-1}B^T$, with $B=\partial q/\partial x$. The vibrational problem is $Ha=\omega^2G^{-1}a$, and the mass metric transforms as $(G')^{-1}=T^TG^{-1}T$. If $g=0$, both matrices transform in the same way, and setting $a=Ta'$ shows that the frequencies agree. If $g\ne0$ and the change of coordinates is nonlinear, the last term of Eq.~\eqref{eq:transform} in general changes the Hessian without a matching change in the metric. For a linear change, such as symmetric and antisymmetric combinations of the bonds, that term vanishes and the frequencies agree at any geometry.

The antisymmetric stretch of the symmetric water structure shows the size of the effect. By symmetry it does not mix with the angle or the symmetric stretch. Its $G$ element is $G_{11}-G_{12}$, where $G_{11}=1/m_{\rm H}+1/m_{\rm O}$ and $G_{12}=\cos\theta/m_{\rm O}$. Replacing each bond $r$ by $1/r$ adds $2V_r/r$ to its force constant, as in Eq.~\eqref{eq:diatomic}. Therefore, in atomic units,
\begin{align}
\Delta(\omega^2)&=\frac{2V_r}{r}
\left(\frac1{m_{\rm H}}+\frac{1-\cos\theta}{m_{\rm O}}\right)\nonumber\\
&=(0.05769)(5.903\times10^{-4})=3.41\times10^{-5}.
\end{align}
Added to the square of the bond-coordinate frequency, $3521.5$ cm$^{-1}$, this gives $3747$ cm$^{-1}$, as found numerically.

\subsection*{What the Miller--Handy--Adams projection does}

Translation invariance gives $\sum_i\mathbf g_i=0$. Rotation invariance gives $\sum_i(\mathbf n\times\mathbf r_i)\cdot\mathbf g_i=0$. The mass-weighted gradient $M^{-1/2}g$ is therefore orthogonal to all mass-weighted translations and rotations. Normalize it to $\gamma$, let $P_{\rm TR}$ project onto translations and rotations, and define
\begin{equation}
P=P_{\rm TR}+\gamma\gamma^T,\qquad
F_{\rm MHA}=(1-P)F(1-P).
\end{equation}
For a nonlinear molecule this removes seven directions and leaves $3N-7$ modes.

The gradient is removed for a physical reason. The reaction path of this theory follows mass-weighted steepest descent, so the whole first-order force lies along $\gamma$. In the flat space orthogonal to $\gamma$, the energy has no linear term, and a harmonic expansion is meaningful there. At a stationary point $\gamma$ is undefined: at a minimum one keeps all $3N-6$ vibrations, while on a path through a saddle the unstable mode supplies the direction.

\subsection*{Does it cure the coordinate dependence?}

Not by itself. It selects a definite convention, which can be found by following a straight mass-weighted line $X(t)=X_0+tv$, with $v$ orthogonal to translations and rotations at $X_0$.

Write the velocity of atom $i$ as $\mathbf w_i$, so that $v_i=\sqrt{m_i}\,\mathbf w_i$. The angular momentum component along $\mathbf n$ is
\begin{equation}
\sum_im_i[\mathbf n\times(\mathbf r_i+t\mathbf w_i)]\cdot\mathbf w_i
=\sum_im_i(\mathbf n\times\mathbf r_i)\cdot\mathbf w_i=0,
\end{equation}
because $(\mathbf n\times\mathbf w_i)\cdot\mathbf w_i=0$. The line is thus free motion with zero total linear and angular momentum. The Cartesian momenta are then $B^Tp$, with $p$ conjugate to $q$, and the kinetic energy is $\tfrac12p^TGp=\tfrac12\dot q^TG^{-1}\dot q$. In general the Cartesian momenta are $B^Tp$ plus terms linear in the total linear and angular momentum, so every other term of the full Hamiltonian carries a factor of these conserved momenta. When they vanish, Hamilton's equations for $q$ and $p$ are those of $\tfrac12p^TGp$ alone. With $A=G^{-1}$, the equivalent Euler--Lagrange equations for this free motion are
\begin{equation}
\sum_kA_{lk}\ddot q_k+\sum_{ij}
\left(\partial_iA_{lj}-\tfrac12\partial_lA_{ij}\right)\dot q_i\dot q_j=0.
\end{equation}
Symmetrizing the first derivative in $i,j$ and multiplying by $G$ gives
\begin{align}
\ddot q_k&=-\sum_{ij}\Gamma^k_{ij}\dot q_i\dot q_j,\\
\Gamma^k_{ij}&=\tfrac12\sum_lG_{kl}
(\partial_iA_{lj}+\partial_jA_{li}-\partial_lA_{ij}).
\end{align}

Now differentiate $V$ twice along the line. In Cartesian coordinates the result is $v^TFv$. In internal coordinates it is $\dot q^TH_q\dot q+\sum_kg_k\ddot q_k$. Hence
\begin{equation}
v^TFv=\sum_{ij}\dot q_i
\left[(H_q)_{ij}-\sum_kg_k\Gamma^k_{ij}\right]\dot q_j.
\label{eq:covariant}
\end{equation}
Also $v^Tv=\dot q^TG^{-1}\dot q$, so both sides define the same eigenvalue problem. The left side does not refer to $q$; the corrected frequencies are therefore the same in all regular internal coordinates. Removing $\gamma$ means imposing $dV/dt=\sum_kg_k\dot q_k=0$, which gives the MHA frequencies.

For the symmetrically stretched molecule, the formal frequencies in cm$^{-1}$ are:
\begin{center}
\begin{tabular}{lcc}
Second derivatives in & All modes & Transverse \\
Bonds, angle & 1563, 3375, 3522 & 1627, 3522\\
Inverse bonds, angle & 1564, 3600, 3747 & 1648, 3747\\
Three distances & 1642, 3375, 3505 & 1717, 3505\\
Projected Cartesians & 1810, 3375, 3519 & 1875, 3519
\end{tabular}
\end{center}
The first three rows omit the $\Gamma$ term. Even their transverse modes spread by $90$ and $242$ cm$^{-1}$. With the term included, all three coordinate sets agree with the last row to within the $0.5$ cm$^{-1}$ tolerance of the numerical check. Choosing this correction is a convention: a path study that defines its transverse displacements by bonds and angles may use another, but must state it.

\subsection*{What should you do with your geometry?}

Optimize it with the same method and basis as the Hessian. For this model, the minimum has bonds of $0.946$~\AA, an angle of $104.6^\circ$ and frequencies of $1776$, $4114$ and $4212$ cm$^{-1}$. There the three internal-coordinate sets and the Cartesian Hessian agree within the same tolerance.

Projection at the stretched structure cannot recover these values: its stretches are $3375$ and $3519$ cm$^{-1}$ because the force constants themselves have changed. Nor do zero rotational frequencies after projection show that a structure is stationary, since projection puts those zeros there at any geometry. Check the gradient and the unprojected Hessian instead.

If you need frequencies along a mass-weighted steepest-descent path, the MHA projection is appropriate, provided that you report them as transverse frequencies in the mass-weighted Cartesian convention. On another path, such as a relaxed scan, the gradient need not lie along the path, so the direction removed is in general not the path tangent.

\section*{Numbers as computed}
\begin{verbatim}
Water, RHF/cc-pVDZ; negative wavenumber = imaginary
Masses O, H (u): 15.994915 1.007825
Minimum: bond 0.9463 angstrom
Minimum: angle 104.61 degree
Minimum, vibrations (cm^-1): 1775.8 4113.8 4212.1
Minimum, largest external |wavenumber| (cm^-1): 0.5
Minimum, bonds+angle (cm^-1): 1775.8 4113.8 4212.2
Minimum, inverse bonds+angle (cm^-1): 1775.8 4113.8 4212.1
Minimum, three distances (cm^-1): 1775.8 4113.8 4212.2
Bonds +0.001 angstrom: bond 0.9473 angstrom, angle 104.61 degree
  largest Cartesian gradient (hartree/bohr): 0.00132
  rotations normal, in-plane, C2 axis (cm^-1): 133.4 133.6 133.3
  six lowest modes, full Hessian (cm^-1): -0.1 -0.0 0.1 133.3 133.4 133.6
  three highest modes (cm^-1): 1778.4 4099.6 4197.9
Stretched: bond 1.0000 angstrom, angle 110.00 degree
  largest Cartesian gradient (hartree/bohr): 0.05105
  rotations normal, in-plane, C2 axis (cm^-1): 886.1 776.4 929.9
  six lowest modes, full Hessian (cm^-1): -0.1 -0.0 0.1 776.4 885.4 929.9
  three highest modes (cm^-1): 1810.3 3375.4 3519.3
Shortened: bond 0.9000 angstrom, angle 110.00 degree
  largest Cartesian gradient (hartree/bohr): 0.08016
  rotations normal, in-plane, C2 axis (cm^-1): -984.4 -1101.4 -928.9
  six lowest modes, full Hessian (cm^-1): -1101.4 -985.0 -928.9 -0.1 -0.0 0.1
  three highest modes (cm^-1): 1502.0 4790.6 4938.0
Stretched, rotations projected (cm^-1): 1810.3 3375.4 3519.2
Stretched, MHA transverse (cm^-1): 1875.2 3519.2
Stretched, dV/d(bond) (hartree/bohr): 0.05451
Stretched, dV/d(angle) (hartree/rad): 0.02107
Stretched, bonds+angle:
  uncorrected (cm^-1): 1562.7 3375.0 3521.5
  uncorrected, transverse (cm^-1): 1627.2 3521.5
  metric-corrected (cm^-1): 1810.3 3375.5 3519.2
Stretched, inverse bonds+angle:
  uncorrected (cm^-1): 1564.0 3600.2 3747.1
  uncorrected, transverse (cm^-1): 1647.6 3747.1
  metric-corrected (cm^-1): 1810.3 3375.4 3519.2
Stretched, three distances:
  uncorrected (cm^-1): 1642.2 3375.4 3504.7
  uncorrected, transverse (cm^-1): 1717.2 3504.7
  metric-corrected (cm^-1): 1810.4 3375.5 3519.2
Spread of uncorrected transverse modes (cm^-1): 90.1 242.4
Skewed: bonds (angstrom): 0.90 1.05
Skewed: angle (degree): 100.0
Skewed, full Hessian vibrations (cm^-1): 1829.85 2896.98 4866.00
Skewed, rotations projected (cm^-1): 1718.13 2896.37 4865.95
Skewed, change on projection (cm^-1): -111.73 -0.61 -0.04
\end{verbatim}
